Restarting a Pulsed Global Plasma Model at Its Power Edges

**1. Definitions and conventions**

A global model describes a discharge by volume-averaged quantities. Here they are the electron density n, equal to the density of singly charged ions, and the electron energy density

w = (3/2) n T,

where T is the electron temperature in energy units. The algebra uses atomic units (electron mass and charge equal to 1) and M is the ion mass. Numbers are given in eV, Å², cm, µs, mTorr, K and W.

The absorbed power P(t) is prescribed, and p = P/V is its density in the volume V. It takes the value p₀ during a pulse and zero otherwise. At an edge t_k it jumps by Δp_k = p₊ − p₋, which is +p₀ at switch-on and −p₀ at switch-off. With y = (n, w) and g = (0, 1), the model has the form

y' = f(y) + g p(t),

where f is smooth as long as n and T are positive. Power enters additively and in the energy equation only. "Ordinary lookup" means that p is read at the requested time and that the value at t_k itself is p₊.

**2. The model**

Ionization and excitation of the gas, of density N, use the cross section σ(E) = σ₀(1 − E₀/E) above a threshold E₀. For a Maxwellian, the energy distribution is 2√(E/π) T^(−3/2) exp(−E/T) and the speed is √(2E). Since σ√E·√E = σ₀(E − E₀), the rate coefficient is

K = σ₀ (2√2/√π) T^(−3/2) ∫ (E − E₀) exp(−E/T) dE, from E₀ to ∞.

The integral equals T² exp(−E₀/T), so

K = σ₀ √(8T/π) exp(−E₀/T).

The ionization and excitation frequencies are ν_iz = N K_iz and ν_ex = N K_ex.

Ions leave at the Bohm speed u_B = √(T/M), which gives a loss frequency ν_w = u_B/d. The effective length d contains the volume-to-area ratio and the drop of density towards the wall. A floating wall receives equal fluxes of ions and electrons. If the sheath voltage is φT and n_s is the density at the sheath edge,

n_s √(T/2π) exp(−φ) = n_s √(T/M), hence φ = ln √(M/2π).

An electron that reaches the wall delivers 2T on average, after giving up φT in the sheath. That energy goes to the ion, which has already gained M u_B²/2 = T/2 before the sheath. Each lost pair therefore removes (5/2 + φ)T from the electrons. For argon φ = 4.68, and the sum is 7.18 T.

In an elastic collision with a heavy atom the electron loses a fraction 2/M of its energy on average. With a constant collision frequency ν_m and gas temperature T_g, the net loss per electron is (2/M)ν_m (3/2)(T − T_g). The balances are

n' = n(ν_iz − ν_w),
w' = p − n L(T),
L = ν_iz E_iz + ν_ex E_ex + (3/M)ν_m(T − T_g) + ν_w(5/2 + φ)T.

**3. The scheme and its order between edges**

Write F(y, p) = f(y) + g p. A two-stage method with second node α and weight b = 1/(2α) is

k₁ = F(y, p(t)),
k₂ = F(y + αh k₁, p(t + αh)),
y_new = y + h[(1 − b)k₁ + b k₂].

Heun's method has α = 1 and the midpoint method has α = 1/2. While p is constant, k₂ = F + αh F'F + O(h²), where F' is the derivative with respect to y. Since bα = 1/2,

y_new = y + hF + (h²/2)F'F + O(h³).

The exact solution has the same terms through h², because y'' = F'F. The local error is thus at most C h³. If the error after j steps is e_j and L_F is a Lipschitz constant of the numerical increment,

e_(j+1) ≤ (1 + L_F h) e_j + C h³.

Summing over the 1/h steps per unit time gives a global error O(h²). A restarted run applies this segment by segment. Each segment starts from a state with an O(h²) error, which a finite number of segments carries to the end as O(h²).

```
breaks = sorted(start, all power edges, end)
y = initial state
for each segment [ta, tb] between breaks:
    p = power inside this segment
    m = ceil((tb - ta) / h_max)
    h = (tb - ta) / m
    repeat m times:
        k1 = F(y, p)
        k2 = F(y + alpha*h*k1, p)
        y  = y + h*((1 - b)*k1 + b*k2)
```

The power belongs to the segment and is not looked up by time. Both sides of an edge therefore get their own value, and rounding of t cannot select the wrong one.

**4. The step that straddles an edge**

Let a fixed step begin at t_j and contain the edge at t_j + θh, with 0 < θ ≤ 1. The exact change of y over the step is

∫ f(y) dt + g h[θp₋ + (1 − θ)p₊].

Within the step y moves by O(h), so the first term is h f(y_j) + O(h²). The stage values of the method also lie within O(h) of y_j, and its f terms again sum to h f(y_j) + O(h²). What remains is the power. Let W(θ) be the sum of the weights whose nodes c_i satisfy c_i ≥ θ. The method supplies

h[(1 − W)p₋ + W p₊] = h[p₋ + WΔp],

whereas the exact supply is h[p₋ + (1 − θ)Δp]. The difference is a false energy density

δw = h d(θ) Δp, d(θ) = W(θ) − (1 − θ).

For Heun's method one of two equal weights lies at or after the edge, so W = 1/2 and

d(θ) = θ − 1/2.

For the midpoint method the mid-step sample carries all the weight:

d(θ) = θ if θ ≤ 1/2, and d(θ) = θ − 1 if θ > 1/2.

Let S_k = ∂n(t_end)/∂w(t_k) be the response of the final density to energy density added at edge k. Small defects propagate linearly. Squares of defects, and the shift from t_k to the end of the step, contribute O(h²). Hence

n_num − n_exact = h Σ_k d(θ_k) Δp_k S_k + O(h²).

One local error of order h per edge is enough to make the global error first order, although all other steps have local errors of order h³.

First order is the general outcome, with exceptions. The coefficient depends on θ_k and may vanish: an edge at mid-step does no first-order harm to Heun's method. The contributions of several edges may also cancel.

**5. Pulse energy and aligned grids**

For one pulse of length τ, Heun's method makes a relative energy error

h(d_on − d_off)/τ = h(θ_on − θ_off)/τ.

It vanishes when both edges have the same θ, but the density error need not vanish with it. Suppose that both edges lie on grid points. With ordinary lookup, the step that ends at an edge already reads p₊ at its second node. This is θ = 1, so d = 1/2 at both edges. The pulse has the right energy, but it starts and ends half a step early in effect. The density error is

(h p₀/2) Σ_pulses (S_on − S_off) + O(h²),

which is first order unless the responses balance. Aligning the grid is therefore not sufficient for Heun's method; the one-sided power values are needed as well. The midpoint method does not read the power at the end of the step, and at the start it reads p₊, which is correct there. With d(1) = 0, alignment suffices for it.

**6. Worked example**

The example is an argon discharge at 10 mTorr and 400 K, with V = 10⁴ cm³ and d = 20 cm. It absorbs 500 W from 40 to 80 µs in each period of 120 µs. The values of σ₀ and E₀ are 3 Å² and 15.8 eV for ionization, and 2 Å² and 12 eV for excitation. The elastic rate coefficient is 10⁻⁷ cm³/s. The run starts at n = 10¹¹ cm⁻³ and T = 0.5 eV and covers two periods, so it is not yet periodic.

In the second pulse T rises from 0.27 eV to a peak of 2.98 eV, 3.5 µs after the edge, and is 2.66 eV at switch-off. During the pulse n grows from 1.35 × 10¹¹ to 2.41 × 10¹¹ cm⁻³. At 240 µs it is 1.79 × 10¹¹ cm⁻³.

With 1024 steps per period, h = 0.1172 µs. The edges lie at 341⅓ and 682⅔ steps, so θ_on = 1/3 and θ_off = 2/3. The relative pulse energy error is

(0.1172/40)(1/3 − 2/3) = −0.098 %.

For the density, d_on = −1/6 and d_off = +1/6. Because Δp also changes sign, all four edges contribute −h p₀S_k/6. The power density is 0.05 W/cm³, or p₀ = 3.12 × 10¹¹ eV cm⁻³ µs⁻¹. The four responses, found by adding and removing a little energy at each edge in a high-order reference solution, are 0.00159, 0.00208, 0.00521 and 0.00797 per eV, with sum 0.01684 per eV before rounding. The predicted error is

−(0.1172 × 3.12 × 10¹¹/6) × 0.01684 = −1.03 × 10⁸ cm⁻³,

or −5.7 × 10⁻⁴ of the final density. The fixed-grid run gives −5.4 × 10⁻⁴. The table lists relative errors of the final density for Heun's method.

```
steps/period   straddling    restarted
     1024      -5.4e-4       -1.4e-5
     4096      -1.4e-4       -9.8e-7
    16384      -3.6e-5       -6.2e-8
```

Between the last two rows the measured orders are 0.99 and 1.99. When the number of steps is doubled, θ changes between 1/3 and 2/3 and the straddling error changes sign. This defeats Richardson extrapolation in its usual step-doubling form. If the errors are Ch and −Ch/2, the usual combination 2n(h/2) − n(h) has error −2Ch, twice the coarse error in size. Refining by a factor of four keeps θ unchanged, and extrapolation then works: (4n(h/4) − n(h))/3 from 2048 and 8192 steps per period has a relative error of −2.2 × 10⁻⁶, against +3.0 × 10⁻⁴ and +7.2 × 10⁻⁵ for the two runs.

Moving the switch-off edge within its step tests the dependence on θ. With 16384 steps per period and θ_on = 1/3, each run is compared with a reference for its own pulse length. For θ_off = 0.1, 0.5 and 0.9, Heun's relative errors are +3.7, −1.4 and −6.6 in units of 10⁻⁵. At 0.5 the switch-off terms vanish and the switch-on terms remain. The midpoint errors are +1.7, −3.5 and +4.2 in the same units. The law reproduces all six to within about 0.05 of that unit.

On an aligned grid of 12288 steps per period, h/2 = 0.00488 µs and Σ(S_on − S_off) = −0.00325 per eV. The formula of section 5 gives −2.8 × 10⁻⁵ of the final density; Heun's method with ordinary lookup gives −2.7 × 10⁻⁵. The midpoint method gives −4.6 × 10⁻⁷. Their measured orders are 0.98 and 2.02.

**7. Cost**

Each step costs two evaluations of F. Rounding up the number of steps adds less than one step per segment, so restarting has almost no cost of its own when segments contain many steps.

For a relative density error of 10⁻⁵ in this example, the straddling run needs 57814 steps per period and the restarted run a nominal 1236, a ratio of 47. Both use Heun's method, and the straddling grids have edges at one third or two thirds of a step. For a smaller target ε the numbers grow as 1/ε and 1/√ε in the asymptotic regime, so the ratio grows as 1/√ε.

**8. Stability and failure modes**

Restarting restores accuracy but does not enlarge the stability region. At fixed n, a small change of w decays at the rate λ = (2/3)dL/dT, because T = 2w/(3n). One step multiplies it by

R = 1 − z + z²/2, z = λh.

R is at least 1/2, and R ≤ 1 requires z ≤ 2. The step is therefore limited by h ≤ 2/λ where λ > 0. This is a local estimate with n frozen, not a sharp limit. In the example 2/λ is smallest, 0.70 µs, at the brief temperature peak of the first pulse. Restarted runs still finish with h = 1.0 µs, with a density error of 1.6 %. At h = 1.2 µs they fail with a negative temperature, well below the switch-off bound given next, which is about 3 µs here. The coarsest grid used here, with h = 0.23 µs, ran without instability.

Positivity is a separate condition. Just after switch-off, Heun's second stage uses w − h n L, which is positive only if h < 3T/(2L). A negative value makes √T undefined, and the step must then be reduced.

Three further faults follow from the jump in F:

- A derivative saved from before an edge is wrong after it by gΔp. The simplest cure is to discard saved derivatives at a restart.
- A Heun step with both ends in off-phases reads zero power even if a whole pulse lies between them. Breaks at the edges prevent this.
- Changing to the implicit trapezoidal rule does not remove the edge error. It has Heun's nodes and weights, and section 4 needs only stage values within O(h) of y_j.

**9. Edges with a finite rise time**

Let the power rise linearly over a time τ_r. It is then continuous, with a corner at each end of the ramp where its slope changes by Δs. Heun's method integrates the straight part of p exactly. The additional part, Δs(t − t_k) after the corner, receives (h/2)Δs(1 − θ)h instead of Δs(1 − θ)²h²/2. The false energy density is

δw = (h²Δs/2)(1 − θ)[1 − (1 − θ)] = h²Δs θ(1 − θ)/2.

The corner changes y within the step by only O(h²), so its effect through f is O(h³). The global error is again O(h²). Since Δs = ±p₀/τ_r, a corner defect is smaller than a typical jump defect by a factor of order h/τ_r, and the gain requires h well below τ_r. In the opposite limit the whole ramp usually falls between two samples. A symmetric ramp then acts as a jump at its centre, and first-order behaviour returns.

For τ_r = 1 µs the order was measured from the largest relative error of n and w over 128 common times, between 4096 and 65536 steps per period. It is 2.01, against 1.00 for abrupt edges. On the finer grid the final density has a relative corner error of −1.0 × 10⁻⁸, as the formula predicts, and a smooth error of +0.7 × 10⁻⁸. The two partly cancel.

**10. Relation to a real reactor**

The parameters are rough typical values for an inductively coupled etch reactor run in argon, and the computed densities near 10¹¹ cm⁻³ and temperatures of a few eV are of the usual size for such sources. The constant elastic rate coefficient is an exception: it is much too large for the cold electrons of the off-phase, because the elastic cross section of argon has a deep minimum at a few tenths of an eV. Elastic losses matter little here, however: leaving them out lowers the final density by about 0.05 %, and a rate that follows the minimum lowers it by roughly 0.2 %. The modelling errors are far larger than 10⁻⁵. Replacing the abrupt edges by 1 µs ramps of equal energy lowers the final density by 0.10 %. Ionization from excited atoms, which is left out, reaches about 30 % of direct ionization at the end of the pulse under three assumptions: excited atoms are ionized with σ₀ = 10 Å² and E₀ = 4 eV, they are removed by electron collisions with a net rate coefficient of 2 × 10⁻⁷ cm³/s, and they are not lost to the wall. Including this channel raises the final density by about 15 %. The figure is a rough estimate and not a bound. Radiation trapping lowers the net removal, and the ratio becomes about 0.4 for 10⁻⁷ cm³/s and about 1 without removal. At the peak temperature the electron-electron collision time for electrons of average energy is 1.3 µs with a Coulomb logarithm of 10 and about 1.05 µs with 12, not far below the 3.5 µs rise. The fast electrons that ionize and excite the gas are a more serious problem. With the cross sections used here, a 20 eV electron has an inelastic collision about every 0.1 µs, whereas electron-electron collisions need 0.5 to 1 µs to take an energy T from it. The Maxwellian tail, and with it the ionization and excitation rates, is therefore doubtful throughout the pulse. The electron pressure reaches 7.7 % of the gas pressure and would displace some gas. The power is also averaged over the 13.56 MHz cycle of 0.074 µs; the neglected temperature ripple is about 0.01 eV at the start of the second pulse. Steps shorter than that cycle refine the solution of the averaged model, not the description of the discharge. The numerical output below gives the remaining values.

Values computed for the example and the checks

```
Pressure 10 mTorr, gas 400 K
Volume 10000 cm^3, loss length 20 cm
Power 500 W, period 120 us, on 40-80 us
Ionization: 3.0 A^2, 15.8 eV; excitation: 2.0 A^2, 12.0 eV
Elastic rate coefficient 1.0e-07 cm^3/s; ion mass 39.95 u
Start: n 1.00e+11 cm^-3, T 0.50 eV
Gas density 2.414e+14 cm^-3
Sheath drop / T 4.679; wall energy per pair / T 7.179
Before pulse 2: n 1.3457e+11 cm^-3, T 0.265 eV
Peak T in pulse 2: 2.976 eV, 3.46 us after edge
End of pulse 2: n 2.4113e+11 cm^-3, T 2.660 eV
Final reference density at 240 us: 1.79149081e+11 cm^-3
Responses S at edges 1-4 (1/eV): 0.00159 0.00208 0.00521 0.00797
Pulse energy error, 1024 steps/period: -0.0977 %
Relative density errors: steps/period, h (us), straddling, law, restarted
   512 0.23438 +1.313e-03 +1.146e-03 -4.340e-05
  1024 0.11719 -5.359e-04 -5.731e-04 -1.405e-05
  2048 0.05859 +2.953e-04 +2.866e-04 -3.797e-06
  4096 0.02930 -1.411e-04 -1.433e-04 -9.780e-07
  8192 0.01465 +7.216e-05 +7.164e-05 -2.478e-07
 16384 0.00732 -3.569e-05 -3.582e-05 -6.234e-08
Measured order: straddling 0.992, restarted 1.986
Moving off edge, 16384 steps/period, relative errors:
theta, Heun, Heun law, midpoint, midpoint law
0.1 +3.697e-05 +3.684e-05 +1.660e-05 +1.608e-05
0.5 -1.432e-05 -1.445e-05 -3.469e-05 -3.521e-05
0.9 -6.560e-05 -6.573e-05 +4.157e-05 +4.172e-05
Aligned Heun, ordinary lookup, 12288 steps: -2.744e-05, law -2.768e-05
Aligned midpoint, 12288 steps: -4.586e-07
Aligned orders: Heun 0.981, midpoint 2.016
For error near 1e-05, straddling: 57814 steps/period, error 1.01e-05
For error near 1e-05, restarted: 1236 steps/period, error 9.95e-06
Ratio of step counts 46.8
Largest-error order: 1 us ramps 2.014, abrupt 1.004
Ramps, slope from final density alone 1.982
Ramps, relative density errors at 4096 and 65536 steps/period:
-7.185e-07 -2.949e-09
At 65536: smooth part +7.034e-09
At 65536: corner part -9.983e-09, law -9.995e-09
Density change due to ramps -0.0997 %
Stepwise/direct ionization, rough upper estimate 0.30
Electron-electron collision time at peak T 1.28 us
RF period at 13.56 MHz 0.0737 us; T ripple amplitude 0.0091 eV
Electron/gas pressure at end of pulse 2 7.71 %
```
